The Hartree-Fock energy of jellium, its minimum, and sodium

## First half: from two electrons to the energy formula

### 1. Two electrons in a box

Put two electrons of the same spin in a cube of side L and volume V = L³, with periodic boundary conditions. One occupies the plane wave with wave vector 0, the other the plane wave with wave vector q ≠ 0. The antisymmetric wave function is

Ψ(r₁, r₂) = (1/(√2 V)) [exp(iq·r₂) − exp(iq·r₁)].

With s = r₁ − r₂, its square is

|Ψ|² = (1/(2V²)) [2 − 2 cos(q·s)] = (1/V²) [1 − cos(q·s)].

Each electron by itself is spread evenly: integrating over r₂ removes the cosine, because q is an allowed nonzero wave vector of the box. The pair is not spread evenly. The probability of finding both electrons at the same point is zero, and it stays small while q·s is small. Antisymmetry alone has produced this avoidance; no force has entered yet.

If the two electrons have opposite spins, the two terms of the antisymmetric function carry orthogonal spin factors. Their cross term vanishes, and the pair probability is simply 1/V². The cosine belongs to parallel spins.

Now let the electrons repel each other. We use Rydberg atomic units, in which lengths are in bohr, the kinetic energy of a plane wave is k², and the Coulomb repulsion is 2/s. The energy unit is the rydberg, Ry, which is half a hartree. The Coulomb force has such a long range that its integral over all space diverges, so we first give it a finite range 1/μ:

v(s) = 2 exp(−μs)/s.

In the periodic box each electron also interacts with the periodic images of the other. An integral of the image-summed force over the box is then the integral of v over all space. The quantity we need is the Fourier transform

w(q) = ∫ v(s) exp(iq·s) d³s.

The angular average of exp(iq·s) is sin(qs)/(qs), so

w(q) = 4π ∫₀^∞ s² (2 exp(−μs)/s) (sin(qs)/(qs)) ds
= (8π/q) ∫₀^∞ exp(−μs) sin(qs) ds
= (8π/q) · q/(q² + μ²)
= 8π/(q² + μ²).

The interaction energy of the parallel pair follows by integrating |Ψ|² v over both positions. One integration gives V, the other gives the transforms:

parallel spins: [w(0) − w(q)]/V,
opposite spins: w(0)/V.

The first term is the direct energy, which two uniform clouds would have. The second is the exchange energy, a reduction due to the avoidance.

A limit shows that this is sensible. When q is much smaller than μ, w(q) approaches w(0), and the energy of the parallel pair goes to zero. The electrons then avoid each other over distances of order 1/q, which are much longer than the range 1/μ of the force, so they hardly feel it.

### 2. From two electrons to N

Let N electrons occupy N different spin orbitals φᵢ, each a plane wave times a spin state. Their determinant is

Φ = (1/√N!) Σ_P sign(P) φ_P(1)(1) φ_P(2)(2) … φ_P(N)(N),

where P runs over the permutations. Consider the repulsion between electrons 1 and 2. In the product of Φ* and Φ, the integrals over electrons 3 to N vanish unless both permutations assign them the same orbitals. The two permutations can then differ at most by a swap of the orbitals of electrons 1 and 2, and the swap brings a minus sign. For each ordered pair of orbitals (i, j) there are (N − 2)! ways to distribute the others. With N(N − 1)/2 equal electron pairs, the prefactor is

[N(N − 1)/2] · (N − 2)!/N! = 1/2.

The repulsion energy is therefore half the sum over ordered pairs i ≠ j of the two-electron result of stage 1:

⟨repulsion⟩ = (1/2V) Σ_{i≠j} [w(0) − δ(σᵢ, σⱼ) w(kᵢ − kⱼ)].

Here δ(σᵢ, σⱼ) is one for equal spins and zero otherwise. For i = j the bracket is zero, so these terms may be added without changing the sum. With them included, the direct part is

E_direct = N² w(0)/(2V),

and the exchange part is

E_x = −(1/2V) Σ_σ Σ_{k,p} w(k − p),

with k and p running over the occupied wave vectors of spin σ. For N = 2 and parallel spins these give 2w(0)/V and −[w(0) + w(q)]/V. Their sum is [w(0) − w(q)]/V, as it was in stage 1.

### 3. The positive background

Jellium replaces the ions of a metal by a rigid, uniform positive charge that neutralizes the electrons. The electron density n = N/V is also uniform, so the background adds two simple terms:

background with itself: +N² w(0)/(2V),
electrons with background: −N² w(0)/V.

Together with E_direct they give

N² w(0)/V · (1/2 + 1/2 − 1) = 0.

The cancellation holds for every μ > 0, so it survives when the Coulomb force is restored by μ → 0.

The order of limits needs care. The terms k = p in E_x contribute −w(0)/(2V) = −4π/(μ²V) per electron. At fixed volume this diverges as μ → 0. For a large system we let V → ∞ at fixed n and fixed μ, which removes it, and then let μ → 0. The remaining wave-vector sums become integrals, in which 1/|k − p|² is harmless because the volume element near k = p contains |k − p|².

What is left is kinetic energy plus exchange energy. No classical electrostatic energy remains, because the total mean charge density is zero everywhere.

### 4. Is this a Hartree-Fock state?

A Hartree-Fock state is a determinant whose energy is stationary under small changes of its orbitals. Change one occupied orbital φ_k into φ_k + η φ_p, where φ_p is empty and η is small. A determinant is linear in each orbital, so Φ becomes Φ + η Φ′, where Φ′ has k replaced by p. The first-order change of the energy is

2 Re[η ⟨Φ|H|Φ′⟩].

The correction from normalization is of second order, since Φ and Φ′ are orthogonal. The uniform background and the forces between electrons do not change when all electrons are shifted together, so H conserves total momentum. Φ and Φ′ differ in total momentum by p − k, and the matrix element vanishes. If p = k and only the spin differs, it vanishes because H conserves the spin component.

Plane-wave determinants are thus stationary. Being stationary does not make one of them the lowest determinant, a point taken up in the second half.

### 5. Filling a sphere: the kinetic energy

For given N, and with both spins equally occupied, the kinetic energy is lowest when all wave vectors inside a sphere of radius kF are filled. This is the state studied here. The allowed wave vectors form a grid of spacing 2π/L, so each takes up a volume (2π)³/V. With two spins,

N = 2 · [V/(2π)³] · (4π/3) kF³ = V kF³/(3π²),
n = kF³/(3π²).

We express the density through the radius rs of a sphere that holds one electron on average:

(4π/3) rs³ = 1/n.

Inserting n = 3/(4π rs³) gives

kF³ = 3π² · 3/(4π rs³) = 9π/(4 rs³),
kF = c/rs, c = (9π/4)^(1/3) = 1.9192.

The kinetic energy per electron is the average of k² over the sphere:

t = ∫₀^kF k⁴ dk / ∫₀^kF k² dk = (kF⁵/5)/(kF³/3) = (3/5) kF².

In terms of rs this is

t = a/rs², a = (3/5)c² = 2.2099 Ry bohr².

The inverse square expresses confinement: halving all distances doubles all wave vectors and quadruples the kinetic energy.

Replacing the sum by an integral can be tested on a finite box. At rs = 4.0, an explicit sum over the wave vectors of 535522 electrons gives 0.13812 Ry per electron, and the formula gives the same to the digits shown.

### 6. How far the avoidance reaches

In stage 1 a single cosine described the avoidance of two parallel electrons. Now many cosines must be added. Define, for one spin,

ρ_σ(s) = (1/V) Σ_k exp(ik·s).

The sum over ordered pairs of parallel electrons turns (1/V²)[1 − cos((k − p)·s)] into

n_σ² − |ρ_σ(s)|²,

where n_σ = n/2 is the density of one spin. Dividing by n_σ gives the density of parallel electrons at distance s from a given electron:

n_σ − h(s), h(s) = |ρ_σ(s)|²/n_σ.

The deficit h is the exchange hole. At s = 0 every term in ρ_σ equals 1/V, so ρ_σ = n_σ and h = n_σ: no parallel electron is found at the position of the given one. The total deficit follows from the orthogonality of plane waves:

∫ |ρ_σ|² d³s = (1/V²) Σ_{k,p} V δ(k, p) = n_σ, so ∫ h d³s = 1.

Each electron is surrounded by a hole from which one parallel electron is missing.

For the filled sphere, let ρ = 2ρ_σ be the sum over both spins. In the large-volume limit

ρ(s) = 2 ∫ exp(ik·s) d³k/(2π)³
= (2 · 4π/(8π³)) ∫₀^kF k² sin(ks)/(ks) dk
= (1/(π² s)) ∫₀^kF k sin(ks) dk.

Integration by parts gives [sin(kF s) − kF s cos(kF s)]/s² for the last integral. With x = kF s,

ρ(s) = (kF³/π²) (sin x − x cos x)/x³ = 3n j₁(x)/x,

where j₁(x) = (sin x − x cos x)/x² is a spherical Bessel function, and kF³/π² = 3n was used. For small x the numerator sin x − x cos x approaches x³/3, so j₁/x → 1/3 and ρ → n, as required at zero distance. For x much larger than one, ρ falls off as 1/x² with oscillations. The hole h then falls as 1/x⁴, while the volume element grows as x², so the part of the missing electron lying beyond a given x decreases only as 1/x. Most of the hole, about four fifths, lies within 5/kF, a length proportional to rs; the rest is spread over a long, thin tail.

### 7. The exchange energy

In E_x write w(k − p) as its defining integral. The double sum over k and p then becomes V²|ρ_σ|²:

E_x = −(V/2) Σ_σ ∫ v(s) |ρ_σ(s)|² d³s.

Two equal spins with ρ_σ = ρ/2 contribute 2 · ρ²/4 = ρ²/2. Dividing by N = nV and letting μ → 0, so that v = 2/s, gives the exchange energy per electron:

e_x = −(1/(4n)) ∫ ρ(s)² (2/s) d³s.

Insert ρ = 3n j₁/x and d³s = 4πs² ds:

e_x = −(1/(4n)) · 9n² · 8π ∫₀^∞ (j₁²/x²) s ds.

Since s ds = x dx/kF²,

e_x = −(18πn/kF²) ∫₀^∞ j₁(x)²/x dx.

The integral can be done in closed form. Let j₀ = sin x/x. Direct differentiation gives

j₀′ = −j₁, j₁′ = j₀ − 2j₁/x.

Therefore

d(j₀² + j₁²)/dx = −2j₀j₁ + 2j₁j₀ − 4j₁²/x = −4j₁²/x.

At x = 0, j₀ = 1 and j₁ = 0; at infinity both vanish. The integral is 1/4. Stopping at X instead gives [1 − j₀(X)² − j₁(X)²]/4. For X = 30 this is 0.249719, and direct quadrature agrees.

With n = kF³/(3π²),

e_x = −(18π/kF²) · (kF³/(3π²)) · (1/4) = −3kF/(2π),

or

e_x = −b/rs, b = 3c/(2π) = 0.9163 Ry bohr.

The size of b can be bounded from the properties of the hole. The exchange energy is half the interaction of an electron with its hole, −(1/2)∫ h (2/s) d³s. A hole of depth at most n/2 that contains one electron gives the strongest attraction when it is a ball completely empty of parallel electrons. Its radius R satisfies (n/2)(4π/3)R³ = 1, so R = 2^(1/3) rs, and the energy is −3/(2R) = −3/(2^(4/3) rs). Because 27 > 16, the coefficient 3/2^(4/3) exceeds one. The actual b is smaller, as it must be, since the actual hole has a gradual edge.

## Second half: the minimum and the comparison with sodium

### 8. Symbols and results carried over

Energies are in rydbergs and lengths in bohr. The density n defines rs by (4π/3)rs³ = 1/n, and both spins fill a sphere of radius kF = c/rs, with c = (9π/4)^(1/3). The mean electrostatic energy of electrons and background is zero. Per electron, the kinetic energy is (3/5)kF² and the exchange energy is −3kF/(2π). Their sum is

E(rs) = a/rs² − b/rs,
a = (3/5)c² = 2.2099 Ry bohr², b = 3c/(2π) = 0.9163 Ry bohr.

In hartree the coefficients are half as large, which gives 1.105/rs² − 0.458/rs.

### 9. The exchange energy by a second road

The exchange term came from a hole in real space. It can also be found by adding the interactions of all pairs of occupied wave vectors. The two spins contribute equally, so the starting point is

e_x = −(1/n) ∫∫ [8π/|k − p|²] d³k d³p/(2π)⁶,

with both vectors inside the sphere. If u is the cosine of the angle between them,

∫₋₁¹ du/(k² + p² − 2kpu) = (1/(kp)) ln|(k + p)/(k − p)|.

The other angles give 4π · 2π = 8π². Hence

∫∫ d³k d³p/|k − p|² = 8π² ∫₀^kF ∫₀^kF kp ln|(k + p)/(k − p)| dk dp.

The integrand is symmetric, so take p < k and double. With p = kt, the double integral of the logarithm becomes

2 ∫₀^kF k³ dk ∫₀¹ t ln[(1 + t)/(1 − t)] dt.

Integrate the last factor by parts, using (t² − 1)/2 as the integral of t. The boundary terms vanish. The derivative of the logarithm is 2/(1 − t²), so the remaining integrand is one and the factor equals one. The double integral is then kF⁴/2, and

e_x = −(1/n) · 8π · 4π²kF⁴/(64π⁶) = −kF⁴/(2π³n) = −3kF/(2π).

The two roads agree. At rs = 4.0, numerical quadrature over momenta gives −0.229083 Ry, the same as −b/rs to the digits shown.

### 10. The minimum

First look at the two ends. The ratio of exchange to kinetic energy has magnitude (b/a)rs. At small rs the kinetic term dominates, E is positive, and the gas resists compression. At large rs the exchange term dominates, and E approaches zero from below. Between these ends there must be a minimum. Completing the square in 1/rs locates it:

E = a [1/rs − b/(2a)]² − b²/(4a).

The square is never negative, so the lowest energy is reached where the bracket vanishes:

rs* = 2a/b = (6c²/5) · (2π/(3c)) = 4πc/5 = 4.823 bohr.

The energy there is

E* = −b²/(4a) = −(9c²/(4π²)) · (5/(12c²)) = −15/(16π²).

The constant c has cancelled. Numerically,

E* = −0.0950 Ry = −0.0475 hartree.

A numerical search, using an energy built from momentum quadrature, finds the same position and depth within its tolerance.

The two parts of the energy at the minimum are

kinetic: 2.2099/4.8234² = 0.0950 Ry,
exchange: −0.9163/4.8234 = −0.1900 Ry.

Exchange is minus twice the kinetic energy. This follows from setting the derivative to zero: −2a/rs³ + b/rs² = 0 is the same as b/rs = 2a/rs².

The minimum describes a mechanical balance. When the gas expands, its kinetic energy falls, but the exchange hole grows with rs and its attraction weakens. The pressure is minus the derivative of the energy per electron with respect to the volume per electron, 4πrs³/3:

P = −(dE/drs)/(4πrs²).

For rs below rs* the slope is negative and the pressure positive, so the gas would expand. Above rs* the signs are reversed. In this argument the background changes its volume together with the electrons and costs no energy of its own beyond electrostatics. That is part of the definition of the model, not a property of a real set of ions.

### 11. What if the spins are not balanced?

Equal occupation of both spins was an assumption. To examine it, let

n_up = n(1 + ζ)/2, n_down = n(1 − ζ)/2,

where ζ lies between −1 and 1. Each spin fills its own sphere. Since one spin alone has n_σ = k_σ³/(6π²), the two radii are

k_up = kF(1 + ζ)^(1/3), k_down = kF(1 − ζ)^(1/3),

with kF still equal to c/rs. The momentum argument of the first half applies to these determinants as well, so they too are stationary.

An electron in a sphere of radius k_σ has average kinetic energy (3/5)k_σ². Exchange acts within one spin, so the average exchange energy of such an electron is −3k_σ/(2π), whatever the other spin does. Weighting the two spins by their fractions (1 ± ζ)/2 gives

E(rs, ζ) = aA/rs² − bB/rs,
A = [(1 + ζ)^(5/3) + (1 − ζ)^(5/3)]/2,
B = [(1 + ζ)^(4/3) + (1 − ζ)^(4/3)]/2.

At ζ = 0 both factors are one, and the earlier formula returns. At ζ = 1,

A = 2^(2/3), B = 2^(1/3).

Full polarization raises the kinetic coefficient, because the electrons must fill a larger sphere. It also strengthens exchange, because every electron now avoids every other.

For fixed ζ, the calculation of stage 10 with a → aA and b → bB gives

position: rs*(ζ) = (A/B) rs*,
depth: E*(ζ) = −(B²/A) · 15/(16π²).

To compare depths, write u = 1 + ζ and w = 1 − ζ, so that u + w = 2. Then

4A − 4B² = (u + w)(u^(5/3) + w^(5/3)) − (u^(4/3) + w^(4/3))².

The terms u^(8/3) and w^(8/3) cancel, leaving

4A − 4B² = u w^(5/3) + w u^(5/3) − 2u^(4/3)w^(4/3)
= uw [u^(1/3) − w^(1/3)]².

This is not negative, so B² ≤ A, and no uniform polarization gives a deeper minimum. Equality requires u = w, which is the unpolarized gas, or u = 0 or w = 0, which is the fully polarized gas.

The fully polarized gas therefore has a minimum of the same depth. Its position is 2^(1/3) rs* = 6.077 bohr. The numerical search finds −0.0950 Ry there, as for the unpolarized gas. At half polarization, ζ = 0.5, the minimum is shallower: −0.0931 Ry at 5.204 bohr.

This equality does not make the two states equally good at the same density. At rs = 4.823 every state with ζ ≠ 0 lies above E*. A partially polarized state has a shallower minimum, and the fully polarized state reaches E* at another radius.

The unpolarized and fully polarized energies become equal when

a(2^(2/3) − 1)/rs² = b(2^(1/3) − 1)/rs.

Since 2^(2/3) − 1 = (2^(1/3) − 1)(2^(1/3) + 1), this gives

rs = (a/b)(1 + 2^(1/3)) = (rs*/2)(1 + 2^(1/3)) = 5.450 bohr.

The crossing lies midway between the two minima. At larger rs, where exchange has more weight, the fully polarized state is the lower of the two. This crossing belongs to the single determinant and does not predict ferromagnetism in low-density metals. With the correlation energy of stage 14 included, the fully polarized gas lies about 0.024 Ry per electron above the unpolarized one at this radius, and the crossing moves out to roughly 70 bohr.

The comparison covers plane-wave determinants with one filled sphere per spin. It does not cover orbitals that produce a spin density or a charge density varying in space. The value 4.82 is therefore the minimum for the unpolarized plane-wave state, and it has not been shown to belong to the lowest possible determinant.

### 12. Sodium

Sodium has one valence electron per atom, and its remaining electrons are bound tightly in the ion core. If the valence electrons are treated as the gas, the volume per electron equals the volume per atom. For atomic mass M and mass density d,

(4π/3) rs³ = M/d,

with rs then converted from ordinary length units to bohr. As rough inputs take d = 0.97 g/cm³ and M = 23 u. The result, to the accuracy such inputs deserve, is

rs(Na) ≈ 4.0 bohr.

The mass density used is a room-temperature value, while the model describes zero temperature. At low temperature sodium is a few percent denser, with rs about 3.9 bohr, so the last digit of the ratios below should not be taken as fixed.

The model's energy at this radius is

E(4.0) = 2.2099/16 − 0.9163/4.0 = 0.1381 − 0.2291 = −0.0910 Ry.

This is 0.0040 Ry above the minimum. The completed square gives the same difference:

2.2099 · (1/4.0 − 1/4.823)² = 0.0040 Ry.

The slope is

dE/drs = −2(2.2099)/4.0³ + 0.9163/4.0² = −0.0118 Ry/bohr.

It is negative, so Hartree-Fock jellium held at sodium's density would push outward.

The preferred radius of the model is larger than that of sodium by the factor 4.823/4.0 ≈ 1.2. Density varies as the inverse cube of rs, so sodium is denser than the model's minimum by a factor of about 1.8. Whether this counts as close depends on the quantity compared: the model's energies at the two radii differ by about 4 percent of the minimum energy, while the densities differ by nearly a factor of two. Both follow from the radius ratio. Since E − E* = a(1/rs − 1/rs*)² and |E*| = a/rs*², the relative energy difference is (rs*/rs − 1)², whatever the depth of the minimum. The energy thus depends on the square of the mismatch of about 0.2, while the density depends on the cube of the ratio 1.2.

### 13. Does the model know about sodium?

Nothing in a or b refers to a material. They are built from the filling of a sphere and the Coulomb force, so the same rs* is assigned to every metal.

Aluminium shows what this implies. With the rough density 2.7 g/cm³, atomic mass 27 u and three valence electrons per atom, the volume per electron is M/(3d), and

rs(Al) ≈ 2.1 bohr.

Its valence electrons are more than ten times denser than the gas at the Hartree-Fock minimum. The model that came near sodium is far from aluminium.

The formula does show that kinetic and exchange energy alone can bind a neutral electron gas, and that they do so at a radius of a few bohr, the scale of metallic densities. It does not predict the density of a particular metal. For that, the energy must contain something that distinguishes one metal from another: the charge of the ions, their arrangement, and the way the valence electrons interact with the ion cores.

### 14. What correlation changes

Even for the uniform gas, one determinant is incomplete. It keeps parallel electrons apart through antisymmetry, but electrons of opposite spin move independently, as in stage 1. In the true ground state the repulsion also keeps these apart and modifies the motion of parallel pairs. The resulting energy, measured from the unpolarized plane-wave determinant used here, is the correlation energy. It cannot be positive, because that determinant is one of the trial states over which the true ground-state energy is the minimum.

To estimate its effect, we add the Perdew-Wang correlation functional, a parametrization for the uniform gas. At rs = 4.0 it gives −0.0637 Ry per electron, about 70 percent of the magnitude of the Hartree-Fock total at that radius. This is a large correction to the binding, although the determinant gave a reasonable length scale.

With correlation included, the minimum moves to

rs = 4.19 bohr, E = −0.1550 Ry.

The direction of the shift fixes the sign of the slope of the correlation energy. At 4.19 bohr the Hartree-Fock slope is negative, because this radius lies below rs*. The total slope is zero at the new minimum, so the correlation energy must have a positive slope there. It becomes more negative as the gas is compressed, and so favours a higher density.

The new radius is closer to sodium's 4.0 bohr. It is still a property of jellium, and it is still the same for aluminium. The closer agreement therefore does not turn the model into a calculation of sodium, whose ions remain absent. The numerical check of these results is in the numerical check.

Values computed for the example and the checks

```
c = kF*rs (dimensionless): 1.9192
kinetic coefficient a: 2.2099 Ry bohr^2 = 1.1050 hartree bohr^2
exchange coefficient b: 0.9163 Ry bohr = 0.4582 hartree bohr
test radius rs: 4.0 bohr
electrons in box sum: 535522
kinetic energy, box sum: 0.13812 Ry
kinetic energy, formula: 0.13812 Ry
exchange energy, momentum quadrature: -0.229083 Ry
exchange energy, formula: -0.229083 Ry
Bessel integral from 0 to 30, quadrature: 0.249719
Bessel integral from 0 to 30, formula: 0.249719
rs at minimum, formula: 4.8234 bohr
rs at minimum, numerical search: 4.823 bohr
minimum energy: -0.09499 Ry = -0.04749 hartree
kF at minimum: 0.3979 1/bohr
kinetic energy at minimum: 0.09499 Ry
exchange energy at minimum: -0.18998 Ry
half polarized, rs at minimum: 5.204 bohr
half polarized, minimum energy: -0.09306 Ry
fully polarized, rs at minimum: 6.077 bohr
fully polarized, minimum energy: -0.09499 Ry
unpolarized/fully polarized crossing: 5.450 bohr
sodium mass density, rough input: 0.97 g/cm^3
sodium atomic mass, rounded input: 23 u
sodium rs, rough: 4.0 bohr
HF jellium energy at sodium rs: -0.0910 Ry
energy above minimum there: 0.0040 Ry
slope dE/drs at sodium rs: -0.0118 Ry/bohr
radius ratio, minimum/sodium: 1.2
density ratio, sodium/minimum: 1.8
aluminium mass density, rough input: 2.7 g/cm^3
aluminium atomic mass, rounded input: 27 u
aluminium rs, rough, 3 valence electrons: 2.1 bohr
density ratio, aluminium/minimum: 12
Perdew-Wang correlation at sodium rs: -0.0637 Ry
rs at minimum with correlation: 4.19 bohr
minimum energy with correlation: -0.1550 Ry
```
